\section*{Why a Second Via on a Wide Plate Delays Stress-Voiding Failure}

\section{The situation}

A wide copper plate, cooled from its processing temperature inside a stiff dielectric, is left in tension. During storage at about $200\,^\circ$C, with no current flowing, atoms can leave a void under a via and enter the stretched plate. The void grows until it cuts the via off. A second via on the same plate provides another electrical path, but it touches the same tensioned metal. Why should the plate stay connected for longer than it would with one via?

Three contributions answer this: the parallel path, the finite amount of tension that the voids share, and the local relaxation around each void. The delay between the two nucleations then decides how strongly the last two act.

\section{The model}

The plate has area $A$, thickness $h$ and uniform initial tension $\sigma_0$; tension is positive. No atoms cross its edges. The two vias occupy mirror-equivalent places, a distance $d$ apart. Temperature, diffusivity $D$ and effective modulus $B$ are constant, and plastic flow is left out.

The chemical potential of an atom is $\mu=\mu_0-\Omega\sigma$, where $\Omega$ is the atomic volume. With atomic concentration $C\simeq1/\Omega$, the atom flux is
\begin{equation}
\mathbf J=-\frac{DC}{kT}\nabla\mu=\frac{D}{kT}\nabla\sigma .
\end{equation}
Atoms move towards higher tension. Adding atoms relaxes it, according to $dC/C=-d\sigma/B$. Conservation, $\partial_tC=-\nabla\cdot\mathbf J$, becomes
\begin{equation}
-\frac{1}{\Omega B}\partial_t\sigma=-\frac{D}{kT}\nabla^2\sigma
\quad\Longrightarrow\quad
\partial_t\sigma=\kappa\nabla^2\sigma,\qquad \kappa=\frac{DB\Omega}{kT}.
\end{equation}

A void is represented by a cylinder of radius $a$ through the plate. Its surface energy $\gamma$ fixes the rim tension at $\sigma_v=\gamma/a$. The sink has this radius from nucleation onwards, while its accumulated volume starts at zero. An intact via imposes no condition on $\sigma$. Define
\begin{equation}
\Delta\sigma=\sigma_0-\sigma_v,\qquad
\phi=\frac{\sigma-\sigma_v}{\Delta\sigma},
\end{equation}
so that $\phi=1$ initially and $\phi=0$ at a void.

\section{First contribution: the parallel path}

While via 2 is intact, the equation and boundary conditions for void 1 are those of a plate without via 2. The first void therefore grows no more slowly. What changes is the failure criterion: the connection is lost when both vias are open, not when one is. A criterion based on a small resistance rise could still register the first opening.

Suppose the two vias sat on separate, identical plates and their voids nucleated together. Both would open at the single-via time, and the parallel path would gain nothing. Scatter in nucleation times would give a gain even there, since the connection would survive until the later opening. A gain without scatter needs the voids to interact.

\section{Second contribution: a finite stock}

Let $\mathbf n$ point from a void into the plate, and define
\begin{equation}
q_i=\kappa\oint_i\partial_n\phi\,dl .
\end{equation}
Each atom leaving the void adds $\Omega$ to its volume, so
\begin{equation}
\frac{dV_i}{dt}=\Omega h\frac{D}{kT}\oint_i\partial_n\sigma\,dl
=\frac{h\Delta\sigma}{B}q_i .
\end{equation}
Integrate the diffusion equation over the plate. The outward normal of the plate at a void is $-\mathbf n$, and the outer edge contributes nothing. Neglecting the void area beside $A$,
\begin{equation}
A\frac{d\bar\phi}{dt}=-\sum_i q_i ,
\label{eq:mean}
\end{equation}
where $\bar\phi$ is the plate average. Combining the two equations and integrating from $\bar\phi=1$ gives
\begin{equation}
V_1+V_2=V_\infty(1-\bar\phi),\qquad
V_\infty=\frac{hA\Delta\sigma}{B}.
\end{equation}
Since $\bar\phi\ge0$, the voids together cannot exceed $V_\infty$. Let a via open when its void reaches $V_c=\pi a^2h$. Then
\begin{equation}
V_c<V_\infty<2V_c
\quad\Longleftrightarrow\quad
\frac{\pi a^2B}{\Delta\sigma}<A<\frac{2\pi a^2B}{\Delta\sigma}
\end{equation}
is a protected window. A lone voided via eventually opens, because $\bar\phi\to0$, but two vias cannot both open. This holds for any nucleation order and any spacing within the model.

\section{Third contribution: local relaxation}

\subsection{The direction of the effect}

Compare $\phi_{\rm one}$, with void 1 alone, and $\phi_{\rm two}$, with both voids. Their difference $w=\phi_{\rm one}-\phi_{\rm two}$ obeys the diffusion equation, starts at zero, vanishes at void 1 and is non-negative at void 2. No flux crosses the outer edge. By the maximum principle, $w\ge0$ throughout. Because $w=0$ on the rim of void 1 and is non-negative beside it, $\partial_nw\ge0$ there. Hence $q_1$ with two voids is no larger than $q_1$ with one.

The same argument covers a late void. Measured from its own nucleation, it starts in a plate with $\phi\le1$ and has a competitor, so it grows no faster than a lone void in a fresh plate.

\subsection{The size of the effect}

After an initial transient, and for a sink much smaller than the plate, $\phi$ is close to its mean over most of the plate and falls there at a nearly uniform rate. Replacing $\partial_t\phi$ by $d\bar\phi/dt$ and treating the voids as point sinks gives
\begin{equation}
\kappa\nabla^2\phi=\sum_jq_j\left[\delta(\mathbf x-\mathbf x_j)-\frac1A\right].
\end{equation}
Introduce the Green function with zero normal derivative at the edge and zero plate average:
\begin{equation}
-\nabla^2G(\mathbf x,\mathbf x_j)=\delta(\mathbf x-\mathbf x_j)-\frac1A .
\end{equation}
The solution with mean $\bar\phi$ is then
\begin{equation}
\phi(\mathbf x)=\bar\phi-\frac1\kappa\sum_jq_jG(\mathbf x,\mathbf x_j).
\end{equation}
Let $G_{11}$ be $G$ at the rim of its own void and $G_{12}$ its value at the other via. For small $a$, $G_{11}$ equals $-\ln a/2\pi$ plus a term set by the plate.

For one void, $\phi=0$ at its rim requires $q_1=\kappa\bar\phi/G_{11}$. Equation~(\ref{eq:mean}) gives $\bar\phi=e^{-\lambda_1t}$, if the transient's small consumption is neglected, with
\begin{equation}
\lambda_1=\frac{\kappa}{AG_{11}},\qquad
\phi_2=\bar\phi-\frac{q_1}{\kappa}G_{12}
=\bar\phi\left(1-\frac{G_{12}}{G_{11}}\right).
\label{eq:neighbour}
\end{equation}
Here $\phi_2$ is the scaled tension at the intact neighbour. The factor $\bar\phi$ is the fraction of usable tension left on average across the plate; for $G_{12}>0$ the bracket expresses the additional local relaxation.

For two simultaneous voids, symmetry gives $q_1=q_2=q$, and the rim condition is $\kappa\bar\phi=q(G_{11}+G_{12})$. Therefore
\begin{equation}
q=\frac{\kappa\bar\phi}{G_{11}+G_{12}},\qquad
\lambda_2=\frac{2\kappa}{A(G_{11}+G_{12})}.
\end{equation}
At equal mean tension, each void's rate is multiplied by $G_{11}/(G_{11}+G_{12})$ relative to a lone void.

\subsection{Separating stock from local relaxation}

Let $v=V_c/V_\infty$. A lone void opens its via when $1-e^{-\lambda_1t}=v$. Each of two simultaneous voids receives half the consumed stock, so both open when $(1-e^{-\lambda_2t})/2=v$. Thus
\begin{equation}
t_{\rm single}=-\frac{\ln(1-v)}{\lambda_1},\qquad
t_{\rm pair}=-\frac{\ln(1-2v)}{\lambda_2}.
\end{equation}
Using $\lambda_1/\lambda_2=(G_{11}+G_{12})/(2G_{11})$,
\begin{equation}
\frac{t_{\rm pair}}{t_{\rm single}}=
\underbrace{\frac{\ln(1-2v)}{2\ln(1-v)}}_{\text{shared stock}}
\;\underbrace{\left(1+\frac{G_{12}}{G_{11}}\right)}_{\text{local relaxation}} .
\label{eq:ratio}
\end{equation}
The first factor tends to 1 for $v\to0$ and diverges at $v=1/2$, the edge of the protected window. The second depends on geometry.

This division belongs to the quasi-steady law. Tension diffuses across the spacing in a time of order $d^2/\kappa$. If a via opens well before that, the voids have hardly affected each other and the true ratio is near 1.

\section{When the neighbour nucleates late}

Suppose void 2 appears at time $t_n$. Let $p_2$ satisfy $\nabla^2p_2=0$, with $p_2=1$ at void 2, $p_2=0$ at void 1 and no flux at the edge. Define $\Phi=\int_{t_n}^{\infty}\phi\,dt$. Integrating the diffusion equation over time gives $-\kappa\nabla^2\Phi=\phi(\mathbf x,t_n)$. Multiply by $p_2$ and integrate by parts twice. Since $\Phi$ vanishes on both rims, one boundary term remains:
\begin{equation}
\int p_2\,\phi(\mathbf x,t_n)\,dA=\kappa\oint_2\partial_n\Phi\,dl,
\qquad
V_2(\infty)=\frac{V_\infty}{A}\int p_2\,\phi(\mathbf x,t_n)\,dA .
\end{equation}
By mirror symmetry $p_2$ averages to $1/2$. The late void thus receives about half the remaining stock, with a slight excess because the metal on its side is less relaxed:
\begin{equation}
V_2(\infty)\simeq\tfrac12V_\infty e^{-\lambda_1t_n}.
\end{equation}
For $V_\infty>2V_c$, setting this equal to $V_c$ gives the delay beyond which via 2 stays connected:
\begin{equation}
t_*=\frac1{\lambda_1}\ln\frac{V_\infty}{2V_c}.
\end{equation}

The lower tension can also postpone nucleation itself, if the nucleation rate increases with tension. That rate is not modelled here.

\section{Two plates in numbers}

Take $T=200\,^\circ$C, $\sigma_0=180$ MPa, $B=100$ GPa, $\gamma=1.7$ J/m$^2$, $a=76$ nm, $h=250$ nm and $D=2.0\times10^{-20}$ m$^2$/s. The rim tension is $22.4$ MPa, so $\Delta\sigma=157.6$ MPa, and $\kappa=0.0130\ \mu{\rm m}^2$/h. The protected window is $11.5$ to $23.0\ \mu{\rm m}^2$. The via spacing is $0.72\ \mu$m. Values called direct below come from numerical solution of the diffusion equation.

\subsection{Inside the protected window}

A square plate $4.0\ \mu$m wide has area $16\ \mu{\rm m}^2$ and $V_\infty/V_c=1.39$. Its single via opens after 679 h. With two simultaneous voids, the larger stops at $0.69V_c$, essentially half the stock. With equal sink radii held fixed, both vias stay connected. If the rim tension followed each void's size, the smaller void would have the higher tension, and atoms could move from the larger void into the smaller one. One via might then open later, while the other kept the connection.

\subsection{Outside the protected window}

A plate $6.4\ \mu$m wide has $V_\infty/V_c=3.558$, hence $v=0.281$. With $G_{11}=0.5004$ and $G_{12}=0.1390$, equation~(\ref{eq:ratio}) gives
\begin{equation}
\frac{\ln0.438}{2\ln0.719}\left(1+\frac{0.1390}{0.5004}\right)
\simeq1.25\times1.28=1.60 .
\end{equation}
The direct times are 501 h for the single via and 824 h for the pair, a ratio of 1.65. The two factors of the formula are almost equal, but this split measures local relaxation against the plate mean, and $G_{12}/G_{11}$ itself changes with plate size. It does not say how much of the gain would survive with unlimited stock. On an unbounded plate with the same vias and the same $V_c$, the times are about 487 h and 723 h, a ratio of 1.48, so the finite size of this plate adds only a factor of about 1.11.

The neighbour's tension can be divided in the same way. With void 1 alone and $1/\lambda_1=1575$ h, equation~(\ref{eq:neighbour}) at 500 h gives
\begin{equation}
\sigma_2=22.4+157.6\,e^{-500/1575}(1-0.278)\simeq105\ {\rm MPa}.
\end{equation}
The direct value is 103 MPa. The directly computed mean has fallen from 180 to 136 MPa; local relaxation accounts for the further 33 MPa at the neighbour.

If void 2 nucleates at that moment, with its full sink radius from the start, it needs another 1526 h to open its via, about three times the growth time of a lone void in a fresh plate. Its final volume would be $1.29V_c$, so it does open. The safe delay is
\begin{equation}
t_*=1575\ln(3.558/2)\simeq907\ {\rm h},
\end{equation}
against a direct 909 h. Counted from the first nucleation, connection in this fixed-radius model is therefore lost after 501 h with one via, 824 h with simultaneous voids, and about 2030 h with a 500 h delay. Beyond the safe delay it is not lost in this model. Here a 500 h nucleation delay adds more time than the local relaxation between simultaneous voids does; a much shorter delay need not.

\subsection{Spacing and sink size}

On the larger plate, the direct rate factor per void at equal mean tension is 0.68 for a spacing of $0.40\ \mu$m, 0.77 for $0.72\ \mu$m and 0.95 for $1.52\ \mu$m. Plate size and via radius are fixed, and both vias move symmetrically about the centre. Over these spacings local relaxation weakens with distance, while the stock remains shared. At larger spacings the effect can change sign: $G_{12}$ averages to zero over the plate, so it is negative far from the void, where the tension lies above the mean.

Halving the sink radius adds $\ln2/2\pi=0.110$ to $G_{11}$. The rate constant $\lambda_1$ is then multiplied by $0.500/0.611=0.82$. The rim tension $\gamma/a$ also doubles, to 44.7 MPa, which lowers $\Delta\sigma$ to 135.3 MPa and multiplies the volume growth rate at equal $\bar\phi$ by a further 0.86. Both factors slow the growth of a given volume. If the critical volume $V_c=\pi a^2h$ shrinks with the sink, however, it falls fourfold, and a lone via on this plate opens sooner, not later; the protected window moves to $3.4$--$6.7\ \mu{\rm m}^2$. The two rate factors do not cover a late void that starts small beside a large one. Its higher rim tension can stop its growth or make it shrink, so the late growth time and the safe delay found above apply only to sinks of equal, fixed radius. The leading-order formula for $\lambda_1$ differs from the direct value by 1.7\% for the 76 nm sink and by less than 1\% for a 16 nm sink (0.6 to 0.8\%, depending on the discretization).

\section{Relation to real interconnects}

The dimensions, temperature and times of hundreds of hours are roughly those of storage tests on older copper interconnects, but the material parameters are rough choices. Times scale as $1/D$, and $D$ can vary by orders of magnitude with interfaces and grain boundaries, so the agreement in time scale comes from the choice of $D$ and is not a prediction; the window scales with $B$. The window also depends strongly on the assumption that the void passes through the full thickness. If a shallow hemispherical void of the same radius is enough to open the via, the window moves to $2.7$--$5.4\ \mu{\rm m}^2$, and the 4.0 $\mu$m plate lies outside it. Tension also raises the vacancy concentration, by an estimated factor of about 1.4 at $\sigma_0$, which the constant $D$ omits. Plastic flow, unequal grain-boundary paths and the stress concentration under a real via, which the uniform initial tension leaves out, are not sized here.

A storage test also does not carry its protected window over to service. With an assumed tension increase of 1.4 MPa per kelvin of cooling, the tension at $105\,^\circ$C is 313 MPa. The smaller plate then has $V_\infty/V_c=2.56$, so both vias can open. With an activation energy of 0.9 eV, $D$ is about 260 times smaller. The tension diffusivity $\kappa$, which also contains $1/T$, is about 200 times smaller; this is the slowdown listed in the output. The leading-order opening times are roughly 6 years for one via and 11 years for two simultaneous voids. These omit the vacancy factor, which is about 2.0 at the initial tension in service against 1.4 in the test; at those tensions it would reduce the slowdown from about 200 to about 140. The pair still gains time, but it is no longer protected for every nucleation delay, as it was at $200\,^\circ$C. In this model, via 2 now stays connected only if its void nucleates more than about 3 years after the first.

For simultaneous voids near the middle of one closed plate, and over the spacings computed above, the model favours close spacing: it strengthens local relaxation without enlarging the stock. Vias near the plate edge were not examined. This does not cover a shared defect that voids both vias early, or a plate connected to further tensioned metal. The complete values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Test temperature: 200 C
Initial tension: 180 MPa
Effective modulus B: 100 GPa
Surface energy: 1.7 J/m2
Void and via radius a: 76 nm
Plate thickness: 250 nm
Via spacing: 0.72 um
Effective atomic diffusivity: 2.0e-20 m2/s
Atomic volume: 0.01181 nm3
Void-rim tension: 22.4 MPa
Usable tension: 157.6 MPa
Stress diffusivity: 0.01302 um2/h
Protected window, plate area: 11.5 to 23.0 um2
Small plate width: 4.0 um, area 16.00 um2
Small plate stock / critical void: 1.390
Small plate G11, G12: 0.4309, 0.0641
Small 1/lambda_one formula, direct: 530, 545 h
Small 1/lambda_two formula, direct: 304, 318 h
Large plate width: 6.4 um, area 40.96 um2
Large plate stock / critical void: 3.558
Large plate G11, G12: 0.5004, 0.1390
Large 1/lambda_one formula, direct: 1575, 1601 h
Large 1/lambda_two formula, direct: 1006, 1037 h
Small plate single-via opening: 679 h
Small pair, largest void / critical: 0.692
Large single opening formula, direct: 520, 501 h
Large pair opening formula, direct: 831, 824 h
Large pair / single lifetime, direct: 1.65
Small-void limit of lifetime ratio: 1.278
Large plate, delay of second void: 500 h
Mean tension then: 135.6 MPa
Neighbour tension then, direct: 103.0 MPa
Neighbour tension then, formula: 105.2 MPa
Late void growth time to opening: 1526 h
Late / lone void growth time: 3.05
Late void final / critical volume: 1.290
Safe delay formula, direct: 907, 909 h
Spacing 0.40 um: rate factor formula, direct 0.682, 0.678
Spacing 0.72 um: rate factor formula, direct 0.783, 0.772
Spacing 1.52 um: rate factor formula, direct 0.963, 0.951
Rate-law error, 76 nm sink: 1.68 %
Rate-law error, 16 nm sink: 0.82 %
Window for shallow cap void: 2.7 to 5.4 um2
Rate factor if sink radius is halved: 0.819
Vacancy enhancement at initial tension: 1.385
Use temperature: 105 C
Activation energy, stress slope: 0.9 eV, 1.4 MPa/K
Tension at use temperature: 313 MPa
Small plate stock / critical void in use: 2.56
Diffusion slowdown in use: 205 times
Small plate in use, single and pair: 6.1, 10.8 years
\end{verbatim}
